# Why band nonparabolicity lowers the mobility of heavily doped oxides: verification in Python

```python
"""Mobility of a degenerate Kane band limited by screened ionized donors.

Result under test (atomic units, donors of charge 1, donor density = n):
    mobility = 3 pi eps^2 / (2 m^2 W),   1/tau = 2 m W / (3 pi eps^2)
    W = I1 - 2 b2 I2 + b2^2 I3,  Ij = integral_0^2 u^j/(u+delta)^2 du
m     : Fermi-level mass k/v = m0*s, with s = sqrt(1 + 2 alpha k^2/m0)
m0    : band-edge mass;  alpha : inverse Kane gap;  k : Fermi wavevector
b2    : p-orbital weight (1-1/s)/2;  u : 1 - cos(scattering angle)
delta : (inverse screening length)^2/(2 k^2) = 2 m/(pi eps k)
The parabolic reference has the same m0 and the same density n.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

pi = np.pi
HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0]
BOHR_NM = BOHR * 1e9
BOHR_CM = BOHR * 1e2
MOB = sc.e * BOHR**2 / sc.hbar * 1e4          # cm2/Vs per atomic unit
TIME_FS = sc.physical_constants['atomic unit of time'][0] * 1e15

# round model parameters
m0, alpha_ev, eps, n_cm = 0.2, 0.4, 9.0, 5e20
alpha = alpha_ev * HARTREE
gap = 1 / alpha
n = n_cm * BOHR_CM**3
kF = (3 * pi**2 * n)**(1 / 3)


def mass_factor(k, al=alpha, edge=m0):
    return np.sqrt(1 + 2 * al * k**2 / edge)


def energy(k, al=alpha):
    return k**2 / (m0 * (1 + mass_factor(k, al)))


def p_weight(s):
    return (1 - 1 / s) / 2


def angular_integrals(delta):
    L = np.log1p(2 / delta)
    i1 = L - 2 / (2 + delta)
    i2 = 2 - 2 * delta * L + 2 * delta / (2 + delta)
    i3 = 2 - 4 * delta + 3 * delta**2 * L - 2 * delta**2 / (2 + delta)
    return i1, i2, i3


def W(delta, b2):
    i1, i2, i3 = angular_integrals(delta)
    return i1 - 2 * b2 * i2 + b2**2 * i3


def delta_of(k, m):
    return 2 * m / (pi * eps * k)


def rate(k, m, b2):
    return 2 * m * W(delta_of(k, m), b2) / (3 * pi * eps**2)


def mobility(k, m, b2):
    return 1 / (m * rate(k, m, b2))


s = mass_factor(kF)
mF = m0 * s
b2 = p_weight(s)
EF = energy(kF)
d0, dF = delta_of(kF, m0), delta_of(kF, mF)
mu_par = mobility(kF, m0, 0)
mu_noov = mobility(kF, mF, 0)
mu_kane = mobility(kF, mF, b2)


# ---- microscopic band: one s and three p orbitals, diagonalized
def kane_state(kvec):
    P = np.sqrt(gap / (2 * m0))
    H = np.zeros((4, 4), complex)
    H[1:, 1:] = -gap * np.eye(3)
    H[0, 1:] = 1j * P * np.array(kvec)
    H[1:, 0] = H[0, 1:].conj()
    val, vec = np.linalg.eigh(H)
    return val[-1], vec[:, -1]


h = 1e-4 * kF
e_mid, state = kane_state([0, 0, kF])
e_up = kane_state([0, 0, kF + h])[0]
e_dn = kane_state([0, 0, kF - h])[0]
assert abs(e_mid / EF - 1) < 1e-9
assert abs((e_up - e_dn) / (2 * h) / (kF / mF) - 1) < 1e-6
dn_dE = ((kF + h)**3 - (kF - h)**3) / (3 * pi**2) / (e_up - e_dn)

# golden rule by quadrature with eigenvectors and counted states
x, w = np.polynomial.legendre.leggauss(80)
lam2_num = 4 * pi * dn_dE / eps
total = 0.0
for c, wc in zip(x, w):
    other = kane_state([kF * np.sqrt(1 - c * c), 0, kF * c])[1]
    overlap = abs(np.vdot(other, state))**2
    assert abs(overlap - (1 - b2 * (1 - c))**2) < 1e-9
    V = 4 * pi / (eps * (2 * kF**2 * (1 - c) + lam2_num))
    total += wc * (1 - c) * V**2 * overlap / 2
golden = 2 * pi * n * (dn_dE / 2) * total
assert abs(golden / rate(kF, mF, b2) - 1) < 1e-5

# current of a displaced Fermi sphere gives the mass that accelerates
shift = 1e-3 * kF
pr, wr = kF * (x + 1) / 2, kF * w / 2
PR, C = np.meshgrid(pr, x, indexing='ij')


def shifted_energy(dz):
    return energy(np.sqrt(PR**2 + 2 * PR * C * dz + dz**2))


vz = (shifted_energy(shift + h) - shifted_energy(shift - h)) / (2 * h)
drift = 1.5 / kF**3 * np.sum(wr[:, None] * w[None, :] * PR**2 * vz)
assert abs(drift / (shift / mF) - 1) < 1e-4


# ---- partial waves in a screened Coulomb potential (parabolic mass m)
def transport_cross_section(k, m, Z):
    lam = np.sqrt(4 * m * k / (pi * eps))
    ell = np.arange(26)
    dt = 0.002
    t = np.arange(np.log(1e-3), np.log(300.0), dt)
    r = np.exp(t)
    pot = -Z * np.exp(-lam * r) / (eps * r)
    g = (ell + 0.5)**2 + (r**2 * (2 * m * pot - k**2))[:, None]
    wn = 1 - dt**2 * g / 12
    f = np.empty_like(g)
    slope = -m * Z / (eps * (ell + 1))
    f[0] = 1.0
    f[1] = np.exp((ell + 0.5) * dt) * (1 + slope * r[1]) / (1 + slope * r[0])
    for i in range(1, len(r) - 1):
        f[i + 1] = ((12 - 10 * wn[i]) * f[i] - wn[i - 1] * f[i - 1]) / wn[i + 1]
    i1, i2 = len(r) - 21, len(r) - 1
    scale = np.abs(f[i1]) + np.abs(f[i2])
    u1 = np.sqrt(r[i1]) * f[i1] / scale
    u2 = np.sqrt(r[i2]) * f[i2] / scale
    x1, x2 = k * r[i1], k * r[i2]
    j1, j2 = x1 * spherical_jn(ell, x1), x2 * spherical_jn(ell, x2)
    y1, y2 = x1 * spherical_yn(ell, x1), x2 * spherical_yn(ell, x2)
    ph = np.arctan((u1 * j2 - u2 * j1) / (u1 * y2 - u2 * y1))
    return 4 * pi / k**2 * np.sum((ell[:-1] + 1) * np.sin(ph[:-1] - ph[1:])**2)


def born_cross_section(k, m, Z):
    return 2 * pi * m**2 * Z**2 * W(delta_of(k, m), 0) / (eps**2 * k**4)


for m in (m0, mF):
    weak = (transport_cross_section(kF, m, 0.05)
            + transport_cross_section(kF, m, -0.05)) / 2
    # remaining difference is of second order in the small charge
    assert abs(weak / born_cross_section(kF, m, 0.05) - 1) < 3e-3
beyond0 = transport_cross_section(kF, m0, 1) / born_cross_section(kF, m0, 1)
beyondF = transport_cross_section(kF, mF, 1) / born_cross_section(kF, mF, 1)


# ---- sign of the effect
def ratio_from_s(sv, delta0):
    return W(delta0, 0) / (sv**2 * W(delta0 * sv, p_weight(sv)))


def initial_slope(xi):
    i1, i2, _ = angular_integrals(2 / xi)
    return -2 + ((xi / (1 + xi))**2 + i2) / i1


for xi in (1.0, 5.0, 20.0, 100.0):
    e = 1e-4
    num = np.log(ratio_from_s(1 + e, 2 / xi) / ratio_from_s(1 - e, 2 / xi)) / (2 * e)
    assert abs(num - initial_slope(xi)) < 1e-5
for kk in np.geomspace(0.002, 20, 40):
    e = 1e-4
    expo = np.log(mobility(kk, m0 * (1 + e), 0) / mobility(kk, m0 * (1 - e), 0)) / (2 * e)
    assert -2 < expo < 0
e = 1e-4
local_exponent = np.log(mobility(kF, mF * (1 + e), 0)
                        / mobility(kF, mF * (1 - e), 0)) / (2 * e)


def ratios(density_cm):
    k = (3 * pi**2 * density_cm * BOHR_CM**3)**(1 / 3)
    sv = mass_factor(k)
    bv = p_weight(sv)
    return (mobility(k, m0 * sv, bv) / mobility(k, m0, 0),
            rate(k, m0 * sv, bv) / rate(k, m0, 0))


xi_c = brentq(initial_slope, 1, 10)
k_c = xi_c * m0 / (pi * eps)
n_c = k_c**3 / (3 * pi**2) / BOHR_CM**3
n_mott = (0.25 * m0 / eps)**3 / BOHR_CM**3
assert ratios(0.5 * n_c)[0] > 1 > ratios(2 * n_c)[0]
assert all(ratios(q)[0] < 1 for q in np.geomspace(2 * n_c, 5e21, 60))
n_rate = brentq(lambda q: ratios(q)[1] - 1, 1e20, 5e21)
rate_ratio = ratios(n_cm)[1]
rate_ratio_noov = rate(kF, mF, 0) / rate(kF, m0, 0)
assert rate_ratio < 1 < rate_ratio_noov


# ---- wavevector-dependent intraband screening, with band overlaps
gx, gw = np.polynomial.legendre.leggauss(64)
gx, gw = (gx + 1) / 2, gw / 2


def screening_shape(q, al):
    span = min(q, kF)
    k = (kF - span * gx**2)[:, None]
    wk = (2 * span * gx * gw)[:, None]
    low = np.maximum(kF, np.abs(q - k))
    width = k + q - low
    p = low + width * gx[None, :]**2
    wp = 2 * width * gx[None, :] * gw[None, :]
    bk, bp = p_weight(mass_factor(k, al)), p_weight(mass_factor(p, al))
    cosine = (k**2 + p**2 - q**2) / (2 * k * p)
    ov = (np.sqrt((1 - bk) * (1 - bp)) + np.sqrt(bk * bp) * cosine)**2
    pol = np.sum(wk * wp * k * p * ov / (energy(p, al) - energy(k, al))) / (pi**2 * q)
    return pol / (m0 * mass_factor(kF, al) * kF / pi**2)


for z in (0.35, 0.6, 0.85):
    lindhard = 0.5 + (1 - z * z) / (4 * z) * np.log((1 + z) / (1 - z))
    # corner of the integration region limits the quadrature accuracy
    assert abs(screening_shape(2 * kF * z, 0.0) / lindhard - 1) < 5e-3


def W_dynamic_q(al):
    sv = mass_factor(kF, al)
    u = 2 * gx
    shape = np.array([screening_shape(kF * np.sqrt(2 * a), al) for a in u])
    dv = delta_of(kF, m0 * sv)
    return np.sum(2 * gw * u * (1 - p_weight(sv) * u)**2 / (u + dv * shape)**2)


mu_par_q = mu_par * W(d0, 0) / W_dynamic_q(0.0)
mu_kane_q = mu_kane * W(dF, b2) / W_dynamic_q(alpha)


# ---- finite temperature, Boltzmann average at fixed density
def thermal_mobility(kelvin, al):
    T = sc.k * kelvin / sc.e / HARTREE
    center = energy(kF, al)
    E = np.linspace(center - 20 * T, center + 20 * T, 4001)
    k = np.sqrt(2 * m0 * E * (1 + al * E))
    m = m0 * (1 + 2 * al * E)

    def average(y, chem):
        return np.sum(y / (4 * T * np.cosh((E - chem) / (2 * T))**2)) * (E[1] - E[0])
    chem = brentq(lambda c: average(k**3, c) / (3 * pi**2 * n) - 1,
                  center - 3 * T, center + 3 * T)
    lam2 = 4 * pi / eps * average(m * k / pi**2, chem)
    tau = eps**2 * k**3 / (2 * pi * n * m * W(lam2 / (2 * k**2), p_weight(m / m0)))
    return average(k**3 * tau / m, chem) / (3 * pi**2 * n)


assert abs(thermal_mobility(30, alpha) / mu_kane - 1) < 1e-3
mu_par_T, mu_kane_T = thermal_mobility(300, 0.0), thermal_mobility(300, alpha)

# ---- unscreened polar optical phonons, quasi-elastic estimate at 300 K
omega_ev, eps_inf = 0.05, 4.0
omega = omega_ev / HARTREE
T = sc.k * 300 / sc.e / HARTREE
E = np.linspace(-40 * T, 40 * T, 16001)


def fermi(y):
    return 0.5 * (1 - np.tanh(y / (2 * T)))


bose = 1 / np.expm1(omega / T)
weight = fermi(E) * (1 - fermi(E)) / T
occupation = np.sum(weight * (2 * bose + 1 - fermi(E - omega) + fermi(E + omega))) * (E[1] - E[0])
y = omega / (2 * T)
assert abs(occupation / (y / np.sinh(y)**2) - 1) < 1e-5


def phonon_rate(m, bv):
    mean_overlap = np.sum(gw * (1 - bv * 2 * gx)**2)
    return m * omega * (1 / eps_inf - 1 / eps) / kF * mean_overlap * occupation


ph0, phF = phonon_rate(m0, 0), phonon_rate(mF, b2)
mu_par_ph = 1 / (m0 * (rate(kF, m0, 0) + ph0))
mu_kane_ph = 1 / (mF * (rate(kF, mF, b2) + phF))

# ---- free-electron term added to the Kane coupling
edge_k = 1 / (1 / m0 - 1)
s_a = mass_factor(kF, alpha, edge_k)
m_a = 1 / (1 + 1 / (edge_k * s_a))
ratio_a = mobility(kF, m_a, p_weight(s_a)) / mu_par
s_b = 1 / (1 / mF - 1) / edge_k
ratio_b = mobility(kF, mF, p_weight(s_b)) / mu_par

tauF = 1 / rate(kF, mF, b2)
print(f"edge mass {m0} m_e; alpha {alpha_ev} 1/eV; Kane gap {gap*HARTREE:.2f} eV")
print(f"static permittivity {eps}; density {n_cm:.1e} cm^-3")
print(f"Fermi wavevector {kF/BOHR_NM:.3f} 1/nm = {kF:.4f} a.u.")
print(f"Fermi energy: parabolic {energy(kF,0.0)*HARTREE:.3f}, Kane {EF*HARTREE:.3f} eV")
print(f"mass ratio s {s:.3f}; Fermi mass {mF:.4f} m_e; p weight {b2:.4f}")
print(f"delta: parabolic {d0:.4f}, Kane {dF:.4f}")
print(f"xi=2/delta: parabolic {2/d0:.2f}, Kane {2/dF:.2f}")
lengths = [BOHR_NM / np.sqrt(4 * m * kF / (pi * eps)) for m in (m0, mF)]
print(f"screening length: parabolic {lengths[0]:.3f}, Kane {lengths[1]:.3f} nm")
print("Kane I1, I2, I3:", *[f"{v:.4f}" for v in angular_integrals(dF)])
print(f"W: parabolic {W(d0,0):.4f}, Kane no overlap {W(dF,0):.4f}, full {W(dF,b2):.4f}")
print(f"scattering time: parabolic {TIME_FS/rate(kF,m0,0):.2f} fs")
print(f"scattering time: Kane no overlap {TIME_FS/rate(kF,mF,0):.2f} fs")
print(f"scattering time: Kane full {TIME_FS*tauF:.2f} fs")
print(f"mobility: parabolic {mu_par*MOB:.1f} cm2/Vs = {mu_par:.1f} a.u.")
print(f"mobility: Kane no overlap {mu_noov*MOB:.1f} cm2/Vs")
print(f"mobility: Kane full {mu_kane*MOB:.1f} cm2/Vs = {mu_kane:.1f} a.u.")
print(f"mobility factor, acceleration {1/s:.4f}")
print(f"mobility factor, final states {1/s:.4f}")
print(f"mobility factor, screening {W(d0,0)/W(dF,0):.4f}")
print(f"mobility factor, overlap {W(dF,0)/W(dF,b2):.4f}")
print(f"mobility ratio: 1/s^2 {1/s**2:.4f}, no overlap {mu_noov/mu_par:.4f}")
print(f"mobility ratio: full {mu_kane/mu_par:.4f}")
print(f"scattering-rate ratio: no overlap {rate_ratio_noov:.4f}, full {rate_ratio:.4f}")
print(f"local mass exponent at Fermi mass, no overlap {local_exponent:.3f}")
print(f"mobility slope changes sign at xi {xi_c:.3f}, n {n_c:.2e} cm^-3")
print(f"rough Mott density (n^(1/3) a = 0.25) {n_mott:.2e} cm^-3")
print(f"net scattering rate rises above n {n_rate:.2e} cm^-3")
print("density cm^-3 | parabolic, Kane cm2/Vs | mobility, rate ratios")
for q in (1e20, 2e20, 5e20, 1e21):
    k = (3 * pi**2 * q * BOHR_CM**3)**(1 / 3)
    a, b = ratios(q)
    mp = mobility(k, m0, 0) * MOB
    print(f"{q:.0e} | {mp:.1f}, {mp*a:.1f} | {a:.3f}, {b:.3f}")
print("Neglected effects at the example density:")
print(f"q-dependent screening: {mu_par_q*MOB:.1f}, {mu_kane_q*MOB:.1f} cm2/Vs")
print(f"  mobility ratio {mu_kane_q/mu_par_q:.3f}, rate ratio {mu_par_q/mu_kane_q/s:.3f}")
print(f"partial-wave/Born cross-section: m0 {beyond0:.3f}, mF {beyondF:.3f}")
print(f"  no-overlap mobility ratio beyond Born {mu_noov/mu_par*beyond0/beyondF:.3f}")
print(f"300 K: {mu_par_T*MOB:.1f}, {mu_kane_T*MOB:.1f} cm2/Vs; ratio {mu_kane_T/mu_par_T:.3f}")
print(f"phonon inputs: {omega_ev} eV, high-frequency permittivity {eps_inf}")
print(f"phonon/impurity rate: parabolic {ph0/rate(kF,m0,0):.3f}, Kane {phF*tauF:.3f}")
print(f"with phonons: {mu_par_ph*MOB:.1f}, {mu_kane_ph*MOB:.1f} cm2/Vs")
print(f"  mobility ratio with phonons {mu_kane_ph/mu_par_ph:.3f}")
print(f"free-electron term, same gap: mass {m_a:.4f} m_e, ratio {ratio_a:.3f}")
print(f"free-electron term, same Fermi mass: ratio {ratio_b:.3f}")
print(f"mean free path {kF/mF*tauF*BOHR_NM:.2f} nm; times kF {kF**2/mF*tauF:.1f}")
print(f"mean donor spacing n^(-1/3) {n**(-1/3)*BOHR_NM:.3f} nm")
print("no test failed")
```

Running it gives:

```
edge mass 0.2 m_e; alpha 0.4 1/eV; Kane gap 2.50 eV
static permittivity 9.0; density 5.0e+20 cm^-3
Fermi wavevector 2.455 1/nm = 0.1299 a.u.
Fermi energy: parabolic 1.149, Kane 0.856 eV
mass ratio s 1.685; Fermi mass 0.3369 m_e; p weight 0.2032
delta: parabolic 0.1089, Kane 0.1834
xi=2/delta: parabolic 18.37, Kane 10.90
screening length: parabolic 0.873, Kane 0.672 nm
Kane I1, I2, I3: 1.5609 1.2594 1.4855
W: parabolic 2.0153, Kane no overlap 1.5609, full 1.1105
scattering time: parabolic 22.91 fs
scattering time: Kane no overlap 17.56 fs
scattering time: Kane full 24.68 fs
mobility: parabolic 201.4 cm2/Vs = 4735.0 a.u.
mobility: Kane no overlap 91.7 cm2/Vs
mobility: Kane full 128.8 cm2/Vs = 3028.3 a.u.
mobility factor, acceleration 0.5936
mobility factor, final states 0.5936
mobility factor, screening 1.2911
mobility factor, overlap 1.4057
mobility ratio: 1/s^2 0.3524, no overlap 0.4550
mobility ratio: full 0.6395
scattering-rate ratio: no overlap 1.3047, full 0.9282
local mass exponent at Fermi mass, no overlap -1.462
mobility slope changes sign at xi 2.502, n 1.26e+18 cm^-3
rough Mott density (n^(1/3) a = 0.25) 1.16e+18 cm^-3
net scattering rate rises above n 1.89e+21 cm^-3
density cm^-3 | parabolic, Kane cm2/Vs | mobility, rate ratios
1e+20 | 262.2, 223.2 | 0.851, 0.920
2e+20 | 232.6, 179.6 | 0.772, 0.916
5e+20 | 201.4, 128.8 | 0.640, 0.928
1e+21 | 182.4, 96.4 | 0.528, 0.956
Neglected effects at the example density:
q-dependent screening: 195.1, 116.8 cm2/Vs
  mobility ratio 0.598, rate ratio 0.992
partial-wave/Born cross-section: m0 1.091, mF 1.178
  no-overlap mobility ratio beyond Born 0.422
300 K: 201.9, 129.0 cm2/Vs; ratio 0.639
phonon inputs: 0.05 eV, high-frequency permittivity 4.0
phonon/impurity rate: parabolic 0.284, Kane 0.335
with phonons: 156.9, 96.5 cm2/Vs
  mobility ratio with phonons 0.615
free-electron term, same gap: mass 0.2821 m_e, ratio 0.792
free-electron term, same Fermi mass: ratio 0.698
mean free path 20.82 nm; times kF 51.1
mean donor spacing n^(-1/3) 1.260 nm
no test failed
```
